# The one-loop electron mass shift with a Pauli-Villars photon

## The energy of an electron's own field

An electron carries a Coulomb field, and the field stores energy. In units with $\hbar=c=1$, and with $\alpha$ the fine-structure constant, the energy stored outside a radius $a$ is

$$U(a)=\int_a^\infty \frac{\alpha}{8\pi r^4}\,4\pi r^2\,dr=\frac{\alpha}{2a}.$$

This energy is part of the inertia of the electron, and it grows without bound as $a\to0$. If $1/a$ were the Planck mass, about $2.4\times10^{22}$ electron masses, $U$ would be about $9\times10^{19}$ electron masses. How much of the measured mass comes from the electron's interaction with its own field?

In quantum electrodynamics the lowest-order answer comes from one diagram, in which the electron emits a photon and reabsorbs it. The diagram diverges too, so it needs a cutoff mass $\Lambda$. For $\Lambda\gg m$ the shift is

$$\delta m=\frac{3\alpha}{4\pi}\,m\left[\ln\frac{\Lambda^2}{m^2}+\frac12\right].\tag{1}$$

Here $m$ is the physical mass, $m_0$ is the mass parameter in the Lagrangian (the bare mass), and $\delta m=m-m_0$.

## The quantity to be calculated

The metric is $(+,-,-,-)$, $e^2=4\pi\alpha$, $\not p=\gamma^\mu p_\mu$, and the photon propagator is taken in Feynman gauge. Terms of order $\alpha^2$ are dropped.

Write the mass term of the Lagrangian as $-m_0\bar\psi\psi=-m\bar\psi\psi+\delta m\,\bar\psi\psi$. The first piece belongs to the free propagator $i/(\not p-m)$. The second acts as a vertex $+i\,\delta m$. If the loop diagram is called $-i\Sigma(\not p)$, each insertion on the electron line contributes $-i(\Sigma-\delta m)$, and the geometric series of insertions sums to

$$\frac{i}{\not p-m+\delta m-\Sigma(\not p)}.$$

The physical mass is the position of the pole. The denominator must vanish at $\not p=m$, so

$$\delta m=\Sigma(\not p=m).\tag{2}$$

Setting $\not p=m$ means that $\Sigma$ acts on a free spinor with $\not p\,u=mu$ and $p^2=m^2$.

The loop has two vertices $-ie\gamma^\mu$, an electron propagator with momentum $p-k$, and a photon propagator $-ig_{\mu\nu}/k^2$. The Pauli-Villars prescription subtracts the propagator of a photon of mass $\Lambda$:

$$\frac1{k^2}\;\to\;\frac1{k^2}-\frac1{k^2-\Lambda^2}=\frac{-\Lambda^2}{k^2(k^2-\Lambda^2)}.\tag{3}$$

For $k^2\ll\Lambda^2$ the photon is unchanged. At large $k$ the propagator falls as $1/k^4$ instead of $1/k^2$. The minus sign means that the heavy photon is not a physical particle; it is a device for making the integral finite.

The constant factors are $(-ie)^2\,(i)(-i)=-e^2$. Dividing by $-i$ gives $-e^2/(-i)=-ie^2$, so

$$\Sigma=-ie^2\int\!\frac{d^4k}{(2\pi)^4}\,\frac{\gamma^\mu(\not p-\not k+m)\gamma_\mu}{(p-k)^2-m^2}\left[\frac1{k^2}-\frac1{k^2-\Lambda^2}\right].\tag{4}$$

Each denominator carries the usual $+i\epsilon$. At large $k$ the integrand falls as $k^{-1}k^{-4}$ against a measure $k^3dk$, so the integral converges.

The numerator needs two identities. The first is $\gamma^\mu\gamma_\mu=4$. The second follows from $\gamma^\mu\gamma^\nu=2g^{\mu\nu}-\gamma^\nu\gamma^\mu$:

$$\gamma^\mu\gamma^\nu\gamma_\mu=2\gamma^\nu-4\gamma^\nu=-2\gamma^\nu.$$

The numerator is therefore $-2(\not p-\not k)+4m$, and with $\not p=m$ it becomes

$$N=2m+2\not k.\tag{5}$$

On shell, the electron denominator is $(p-k)^2-m^2=k^2-2p\cdot k$. Both derivations start from here.

## First derivation: combining the denominators

Let $M$ stand for the photon mass, either $0$ or $\Lambda$. The identity $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$, with $A=k^2-M^2$ and $B=k^2-2p\cdot k$, produces the combination

$$k^2-2(1-x)p\cdot k-xM^2=l^2-\Delta_M,$$

where completing the square gives

$$l=k-(1-x)p,\qquad \Delta_M=(1-x)^2m^2+xM^2.$$

The shift from $k$ to $l$ is the same for both photon masses, so it can be made in their difference. At fixed $x$ this difference, $(l^2-\Delta_0)^{-2}-(l^2-\Delta_\Lambda)^{-2}$, falls as $l^{-6}$. Even multiplied by $\not l$ it gives a convergent integral, and the shift is legitimate.

In terms of $l$ the numerator (5) is $2m+2\not l+2(1-x)\not p$. The term in $\not l$ is odd and integrates to zero. With $\not p=m$ the rest is $2m(2-x)$.

The poles in $l_0$ lie at $\pm(\sqrt{\mathbf l^2+\Delta_M}-i\epsilon)$, that is, below the positive real axis and above the negative one. The contour can be turned counterclockwise onto the imaginary axis without crossing them. Put $l_0=il_4$, so that $d^4l=i\,d^4l_E$ and $l^2=-l_E^2$. The surface of the unit sphere in four dimensions is $2\pi^2$, and with $v=l_E^2$ the measure is

$$\frac{d^4l_E}{(2\pi)^4}\to\frac{2\pi^2}{16\pi^4}\,l_E^3\,dl_E=\frac{1}{16\pi^2}\,v\,dv.$$

For one photon mass, up to an upper limit $V$,

$$\int_0^V\frac{v\,dv}{(v+\Delta)^2}=\ln\frac{V+\Delta}{\Delta}+\frac{\Delta}{V+\Delta}-1.\tag{6}$$

In the difference the $-1$ cancels, and $V\to\infty$ leaves $\ln(\Delta_\Lambda/\Delta_0)$. The loop integral is thus $(i/16\pi^2)\ln(\Delta_\Lambda/\Delta_0)$. The prefactor becomes $-ie^2\cdot i/(16\pi^2)=e^2/(16\pi^2)=\alpha/(4\pi)$, and the numerator supplies $2m(2-x)$:

$$\delta m=\frac{\alpha m}{2\pi}\int_0^1dx\,(2-x)\ln\left[1+\frac{x\Lambda^2}{(1-x)^2m^2}\right].\tag{7}$$

This holds for any $\Lambda$ at one loop. The logarithm is positive, so $\delta m>0$: the interaction makes the electron heavier than its bare mass. The singularity at $x=1$ is logarithmic and integrable, so the massless photon causes no infrared divergence here.

### Large cutoff

Let $L=\ln(\Lambda^2/m^2)$. For $\Lambda\gg m$ the 1 in the logarithm can be neglected except near $x=0$, and the logarithm becomes $L+\ln x-2\ln(1-x)$. From $\int_0^1x^n\ln x\,dx=-1/(n+1)^2$ the three integrals are

$$\int_0^1(2-x)\,dx=\frac32,\qquad \int_0^1(2-x)\ln x\,dx=-2+\frac14=-\frac74,$$

$$-2\int_0^1(2-x)\ln(1-x)\,dx=-2\int_0^1(1+y)\ln y\,dy=\frac52,$$

with $y=1-x$ in the last one. Their sum is $\frac32L+\frac34=\frac32\left(L+\frac12\right)$. Multiplied by $\alpha m/2\pi$, this is equation (1).

The neglected part can be found too. Let $\varepsilon=m^2/\Lambda^2$. What was dropped from the integral is

$$\int_0^1(2-x)\ln\left[1+\frac{\varepsilon(1-x)^2}{x}\right]dx.$$

Near $x=0$ the integrand resembles $2\ln(1+\varepsilon/x)$, whose integral is $2[(1+\varepsilon)\ln(1+\varepsilon)-\varepsilon\ln\varepsilon]\approx2\varepsilon(1+L)$. The difference between the two integrands can be expanded in $\varepsilon$, because the region $x\sim\varepsilon$ affects it at order $\varepsilon^2$, up to logarithms. To first order it is

$$\varepsilon\,\frac{(2-x)(1-x)^2-2}{x}=\varepsilon(-5+4x-x^2),$$

with integral $-\frac{10}3\varepsilon$. The total is $\varepsilon(2L-\frac43)$. Taking out the factor $\frac32$, the bracket in (1) acquires the correction

$$\frac{m^2}{\Lambda^2}\left(\frac43L-\frac89\right).\tag{8}$$

At $\Lambda=10m$ equation (1) is low by 1.0% relative to the full one-loop value (7), and at $\Lambda=100m$ by 0.01%. At $\Lambda=m$ it fails: it gives $\delta m=0.12\,\alpha m$, while (7) gives $0.35\,\alpha m$.

## Second derivation: adding up photon momenta

Return to (4) and (5), and leave $k$ unshifted. After integration $k^\mu$ can only give a vector along $p^\mu$. Contracting with $p_\mu$ fixes the coefficient, so $k^\mu$ may be replaced by $p^\mu(p\cdot k)/m^2$, and on shell $\not k$ by $p\cdot k/m$.

Choose the rest frame, $p=(m,\mathbf 0)$. The photon poles lie at $k_0=\pm(\sqrt{\mathbf k^2+M^2}-i\epsilon)$. The electron poles lie at $k_0=m+E-i\epsilon$ and $k_0=m-E+i\epsilon$, with $E=\sqrt{\mathbf k^2+m^2}$. Since $E\ge m$, the second has no positive real part. The first and third quadrants are free of poles, and the contour can again be turned onto the imaginary axis.

With $k_0=iK_4$ one has $d^4k=i\,d^4K$, $k^2=-K^2$ and $p\cdot k=imK_4$. The minus signs of the electron denominator and of the regulated propagator cancel, and $-ie^2\cdot i=e^2$:

$$\delta m=e^2\int\!\frac{d^4K}{(2\pi)^4}\,\frac{2m+2iK_4}{K^2+2imK_4}\,\frac{\Lambda^2}{K^2(K^2+\Lambda^2)}.$$

Multiply the first fraction above and below by $K^2-2imK_4$. The numerator becomes $2mK^2+4mK_4^2$ plus imaginary terms odd in $K_4$, which integrate to zero. With $K_4=K\cos\theta$ the fraction reduces to

$$\frac{2m(1+2\cos^2\theta)}{K^2+4m^2\cos^2\theta}.$$

The measure is $d^4K=4\pi K^3\sin^2\theta\,dK\,d\theta$, and the constants combine to $4\pi\alpha\cdot2m\cdot4\pi/(16\pi^4)=2\alpha m/\pi^2$. Define $R=\Lambda^2/(K^2+\Lambda^2)$. Then

$$\delta m=\frac{2\alpha m}{\pi^2}\int_0^\infty K\,dK\,R\int_0^\pi d\theta\,\frac{\sin^2\theta\,(1+2\cos^2\theta)}{K^2+4m^2\cos^2\theta}.\tag{9}$$

The integrand is positive throughout.

### The angular integral

Let $K=2ms$ and $c=\cos\theta$. The denominator is $4m^2(s^2+c^2)$. Polynomial division of the numerator gives

$$(1-c^2)(1+2c^2)=(c^2+s^2)(1+2s^2-2c^2)+(1+s^2)(1-2s^2).$$

The quotient integrates to $\pi(1+2s^2)-\pi=2\pi s^2$. For the remainder, put $t=\tan\theta$:

$$\int_0^\pi\frac{d\theta}{c^2+s^2}=\int_{-\infty}^{\infty}\frac{dt}{1+s^2+s^2t^2}=\frac{\pi}{s\sqrt{1+s^2}}.$$

Since $K\,dK=4m^2s\,ds$, the factors $4m^2$ cancel and

$$\delta m=\frac{2\alpha m}{\pi}\int_0^\infty ds\,R\,g(s),\qquad g(s)=2s^3+(1-2s^2)\sqrt{1+s^2}.\tag{10}$$

The function $g$ shows where the mass shift comes from. For $K\ll m$, $g\approx1$, and an interval $dK=2m\,ds$ contributes $(\alpha/\pi)\,dK$. This is the Coulomb energy of a static point charge per interval of wave number,

$$\frac12\,\frac{4\pi k^2\,dk}{(2\pi)^3}\,\frac{4\pi\alpha}{k^2}=\frac{\alpha}{\pi}\,dk,$$

which leads to the linear divergence of the classical field energy. The four-dimensional length $K$ can be compared with the wave number $k$ here because, for $K\ll m$, the angular integrand of (9) is peaked at $\cos\theta=0$ with width about $K/2m$, so that $K_4\ll K$ and $K\approx|\mathbf k|$. For $K\gg m$, expanding the square root gives $g\approx3/(4s)$, and the growth is only logarithmic. The classical behaviour ends at momenta of order $m$, where the electron can no longer be treated as a static charge. Recoil alone does not produce the logarithm: for a spinless charge the one-loop shift per $dK$ also starts at $\alpha/\pi$, but above $K\sim m$ it grows in proportion to $K$. The fall as $1/K$ is a property of the spin-$\frac12$ electron.

### The radial integral

The integral of $g$ from $0$ to $s$ is

$$G(s)=\frac{s^4}2+\frac14s\sqrt{1+s^2}\,(1-2s^2)+\frac34\,\mathrm{arsinh}\,s.$$

To confirm this, note that $G(0)=0$ and differentiate. The last two terms together give

$$\frac{1-4s^2-8s^4}{4\sqrt{1+s^2}}+\frac{3}{4\sqrt{1+s^2}}=\frac{(1+s^2)(1-2s^2)}{\sqrt{1+s^2}},$$

which is the second part of $g$. At large $s$, $s\sqrt{1+s^2}=s^2+\frac12-\frac1{8s^2}+\dots$, so the middle term of $G$ tends to $-\frac{s^4}2+\frac3{16}$, and

$$G(s)\to\frac34\ln(2s)+\frac3{16}.\tag{11}$$

Now integrate (10) by parts. The boundary terms vanish, because $G(0)=0$ and $R$ falls as $1/s^2$. With $S=\Lambda/2m$ and $R=1/(1+s^2/S^2)$,

$$\int_0^\infty R\,g\,ds=\int_0^\infty G(s)\left(-\frac{dR}{ds}\right)ds.$$

The weight $-dR/ds$ has unit area and is concentrated at $s\sim S$. For $S\gg1$ the form (11) may be used for $G$: its error falls as $1/s^2$, and the weight at small $s$ is about $2s/S^2$, so the resulting error is of order $(\ln S)/S^2$. With $w=s/S$, what remains is the average of $\ln s=\ln S+\ln w$, and

$$\int_0^\infty\frac{2w\ln w}{(1+w^2)^2}\,dw=0,$$

because $w\to1/w$ leaves the weight unchanged and reverses the sign of the logarithm. The integral is therefore $\frac34\ln(2S)+\frac3{16}=\frac38L+\frac3{16}$, and

$$\delta m=\frac{2\alpha m}{\pi}\cdot\frac38\left(L+\frac12\right)=\frac{3\alpha}{4\pi}m\left(L+\frac12\right),$$

which is equation (1) again.

## The cutoff at the Planck mass

Take $\Lambda=\sqrt{\hbar c/G_N}$, with $G_N$ Newton's constant. In energy units this is $1.221\times10^{22}$ MeV, and $m=0.5110$ MeV, so $\Lambda/m=2.389\times10^{22}$. Then

$$L=2\ln(2.389\times10^{22})=103.06,\qquad \frac{3\alpha}{4\pi}=0.0017421,$$

$$\frac{\delta m}{m}=0.0017421\times103.56=0.180.$$

The shift is $0.18\times0.511\ \text{MeV}\approx0.09$ MeV at first order, and the bare mass is about 0.42 MeV. The correction (8) to the bracket is about $2\times10^{-43}$. The numerical check integrates (9) directly and agrees with (7) at this cutoff as well as at small ones.

A cutoff 22 orders of magnitude above $m$ thus produces a shift of about a fifth of $m$. Doubling $\Lambda$ adds 0.0024 to $\delta m/m$. Using the reduced Planck mass, smaller by $\sqrt{8\pi}$, gives 0.175 instead of 0.180.

The neglected second order limits the accuracy more than these choices do. For instance, putting $m_0$ in place of $m$ in the prefactor of (1) is equally allowed at first order, and it changes $\delta m$ by $0.18\times0.18\,m\approx0.03\,m$. This shows the ambiguity, not the size of the actual correction. Summing the leading logarithms with the running mass and coupling gives $m_0/m=(1-\alpha L/3\pi)^{9/4}$, or $\delta m/m\approx0.171$, about 0.009 below the first-order logarithm. Formally, (1) reaches $\delta m=m$ at $\Lambda\approx10^{124.5}m$, but a first-order result cannot be trusted there.

The number is also an extrapolation of a theory containing only electrons and photons. Other charged particles, the other forces and gravity are left out, although they matter long before the Planck scale or at it. The value 0.18 shows how weak the logarithm is; it is not a measurable part of the electron mass.

## What each derivation assumes

Both derivations assume first order in $\alpha$, the physical mass defined by the pole, Feynman gauge and the subtraction (3). Both need $\Lambda\gg m$ in the last step only. They differ in how they use the regulator.

The first derivation needs no choice of frame, but it shifts the integration variable. The shift is safe when the integral over all momenta converges, which the subtraction ensures; without it the term in $\not l$ is linearly divergent by power counting. The second leaves $k$ alone and chooses the rest frame. The regulator enters it as a weight $R(K)$, so other weights can be tried.

A sharp cutoff shows why the difference matters. If the photon momentum is restricted to $K<\Lambda$, then $R$ is a step and the integral in (10) is $G(\Lambda/2m)$. By (11) this gives the bracket $L+\frac12$, the same as before. Suppose instead that the same limit is imposed on the shifted momentum, $l_E<\Lambda$, and the odd term is dropped. Equation (6) with $V=\Lambda^2$ then gives $\ln(\Lambda^2/\Delta_0)-1$ at large $\Lambda$, and the parameter integral is

$$\frac32L+\frac52-\frac32=\frac32\left(L+\frac23\right).$$

The constant has changed from $\frac12$ to $\frac23$, because a sphere centred on $l=0$ is not a sphere centred on $k=0$, and the unregulated integrand falls too slowly for the displacement to be harmless.

The coefficient of the logarithm is the same in all these cases. It comes from the range $m\ll K\ll\Lambda$, where $R\approx1$ and $g\approx3/(4s)$. The constant depends on what is meant by $\Lambda$: replacing $\Lambda$ by $b\Lambda$ adds $2\ln b$ to the bracket. The $\frac12$ in (1) therefore has a meaning only together with a statement of how $\Lambda$ is defined, here as the mass of the subtracted photon.

The proportionality to $m$ has a separate origin. If the electron mass in the loop were zero, the numerator of (4) would contain an odd number of gamma matrices, and $\Sigma$ would be proportional to $\not p$, with no mass term. At this order a massless electron stays massless, for any value of $\Lambda$ and any weight $R(K)$ placed on the photon momentum.

## Values computed for the example and the checks

```
integral of (2-x): 1.5000
integral of (2-x) ln x: -1.7500
integral of -2(2-x) ln(1-x): 2.5000
delta_m/(alpha m), dimensionless, by cutoff ratio Lambda/m:
  ratio      1: momentum integral 0.353435, parameter formula 0.353435, large-cutoff formula 0.119366
  ratio     10: momentum integral 1.231577, parameter formula 1.231577, large-cutoff formula 1.218770
  ratio    100: momentum integral 2.318445, parameter formula 2.318445, large-cutoff formula 2.318173
  ratio   1000: momentum integral 3.417581, parameter formula 3.417581, large-cutoff formula 3.417576
  Planck ratio: momentum integral 24.722098, large-cutoff formula 24.722098
fine-structure constant alpha: 0.007297353
electron mass m: 0.510999 MeV
Planck mass: 1.22089e+22 MeV
Planck mass / m: 2.38922e+22
ln(Lambda^2/m^2) at Planck mass: 103.0557
bracket ln(Lambda^2/m^2) + 1/2: 103.5557
first omitted term in bracket: 2.4e-43
prefactor 3 alpha/(4 pi): 0.0017421
delta_m/m at Planck mass: 0.18041
delta_m at Planck mass: 0.09219 MeV
delta_m at Planck mass: 92.19 keV
bare mass m - delta_m: 0.41881 MeV
square of delta_m/m: 0.0325
delta_m/m at reduced Planck mass: 0.17479
change of delta_m/m when Lambda doubles: 0.002415
log10(Lambda/m) where first-order delta_m = m: 124.54
```
